# Field shift in even nuclear radial moments and the King plot: a program that tests the result

```python
# Result under test: for nuclei of equal charge Z the first-order field shift is
#   dE = sum_k C_k * delta<r^(2k)>,  C_k = 4 pi Z b_(k-1) / (2k (2k+1)),
# where n(r) = sum_k b_k r^(2k) is the electron density inside the reference
# nucleus. F = C_1, Seltzer ratios S_k = C_k/C_1. Transitions with equal S_k give
# a straight King plot; unequal S_k bend it by a predicted amount.
# Atomic units inside; W is the energy including the rest energy c^2.
# Nuclear charge density: proportional to 1 + w (r/R)^2 for r < R, zero outside.
import numpy as np
from mpmath import mp, mpf, sqrt, exp, log, pi, hyperu
from scipy.constants import physical_constants as pc
from scipy.integrate import solve_ivp

mp.dps = 35
EV = mpf(pc['Hartree energy in eV'][0])
ANG = mpf(pc['Bohr radius'][0]) * mpf(10)**10
c = mpf(pc['inverse fine-structure constant'][0])
ELECTRON_U = mpf(pc['electron mass in u'][0])
Z = 70
R0_ANG = mpf('6.9e-5')
R0 = R0_ANG / ANG
A_REF = 176
A_ISO = [174, 172, 170]
SHRINK = [mpf('0.002'), mpf('0.007'), mpf('0.009')]   # 1 - R/R0
SHAPE = [mpf(0), mpf('0.04'), mpf(0)]                 # w
LEVELS = {'1s': (1, -1), '2s': (2, -1), '2p1/2': (2, 1), '3s': (3, -1)}
TERMS, KMAX = 40, 15


def moment(k, R, w):
    """<r^(2k)> of the nuclear charge."""
    top = mpf(1) / (2*k + 3) + w / (2*k + 5)
    return R**(2*k) * top / (mpf(1)/3 + w/5)


def potential_coeffs(R, w):
    """Coefficients of (r/R)^0, ^2, ^4 of the potential inside the nucleus."""
    depth = Z / (R * (mpf(1)/3 + w/5))
    return {0: -depth*(mpf(1)/2 + w/4), 2: depth/6, 4: depth*w/20}


def potential(r, R, w):
    if r >= R:
        return -Z / r
    return sum(v * (r/R)**j for j, v in potential_coeffs(R, w).items())


def interior(W, kappa, R, w):
    """Series coefficients in x = r/R of the regular Dirac functions G, F."""
    v = potential_coeffs(R, w)
    G, F = [mpf(0)]*TERMS, [mpf(0)]*TERMS
    if kappa < 0:
        G[1] = mpf(1)
    else:
        F[1] = mpf(1)
    for k in range(2, TERMS):
        vF = sum(v[j]*F[k-1-j] for j in v if k-1-j >= 0)
        vG = sum(v[j]*G[k-1-j] for j in v if k-1-j >= 0)
        G[k] = R/c * ((W + c**2)*F[k-1] - vF) / (k + kappa)
        F[k] = -R/c * ((W - c**2)*G[k-1] - vG) / (k - kappa)
    return G, F


def exterior(r, W, kappa):
    """Decaying Dirac-Coulomb functions G, F outside the nucleus."""
    lam = sqrt(c**4 - W**2) / c
    gam = sqrt(kappa**2 - (Z/c)**2)
    nu = Z*W / (c**2*lam)
    z = 2*lam*r
    pre = z**gam * exp(-z/2)
    p2 = pre * hyperu(gam - nu, 1 + 2*gam, z)
    p1 = (kappa + Z/lam) * pre * hyperu(gam - nu + 1, 1 + 2*gam, z)
    return sqrt(c**2 + W)*(p1 + p2), sqrt(c**2 - W)*(p1 - p2)


def energy(level, R, w):
    """Bound-state energy from matching at the nuclear surface (secant)."""
    n, kappa = LEVELS[level]
    gam = sqrt(kappa**2 - (Z/c)**2)
    point = c**2 / sqrt(1 + (Z/c/(n - abs(kappa) + gam))**2)

    def mismatch(W):
        G, F = interior(W, kappa, R, w)
        Go, Fo = exterior(R, W, kappa)
        return Go*sum(F) - Fo*sum(G)

    a, b = point + mpf('0.1'), point + 1
    fa, fb = mismatch(a), mismatch(b)
    for _ in range(40):
        new = b - fb*(b - a)/(fb - fa)
        if abs(new - b) < mpf(10)**-20:
            return new
        a, fa, b, fb = b, fb, new, mismatch(new)
    raise RuntimeError('energy search did not converge')


NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def density_coeffs(level, W):
    """b_k of the normalized density inside the reference nucleus."""
    kappa = LEVELS[level][1]
    G, F = interior(W, kappa, R0, mpf(0))
    P = [sum(G[i]*G[m-i] + F[i]*F[m-i] for i in range(1, m))
         for m in range(TERMS)]
    inside = R0 * sum(P[m]/(m + 1) for m in range(TERMS))
    Go, Fo = exterior(R0, W, kappa)
    scale2 = (sum(G)**2 + sum(F)**2) / (Go**2 + Fo**2)
    lo, hi = log(R0), log(mpf(2))
    outside = mpf(0)
    for x, wt in zip(NODES, WEIGHTS):
        r = exp((hi + lo)/2 + (hi - lo)/2*mpf(float(x)))
        g, f = exterior(r, W, kappa)
        outside += mpf(float(wt))*(hi - lo)/2 * r*(g*g + f*f)
    norm = inside + scale2*outside
    return [P[2*k + 2]/(4*pi*norm*R0**(2*k + 2)) for k in range(KMAX)]


# Exterior functions satisfy the radial Dirac equations (finite differences)
r_t, W_t = mpf('0.01'), c**2 - 2000
for kap in (-1, 1):
    g, f = exterior(r_t, W_t, kap)
    dg = mp.diff(lambda r: exterior(r, W_t, kap)[0], r_t)
    df = mp.diff(lambda r: exterior(r, W_t, kap)[1], r_t)
    rhs_g = -kap*g/r_t + (W_t + c**2 + Z/r_t)*f/c
    rhs_f = kap*f/r_t - (W_t - c**2 + Z/r_t)*g/c
    assert abs(dg - rhs_g) < mpf(10)**-10 * (abs(g) + abs(f))/r_t
    assert abs(df - rhs_f) < mpf(10)**-10 * (abs(g) + abs(f))/r_t

W_ref = {a: energy(a, R0, mpf(0)) for a in LEVELS}
b = {a: density_coeffs(a, W_ref[a]) for a in LEVELS}
C = {a: [4*pi*Z*b[a][k-1]/(2*k*(2*k + 1)) for k in range(1, KMAX + 1)]
     for a in LEVELS}


def delta_moments(R, w):
    return [moment(k, R, w) - moment(k, R0, mpf(0)) for k in range(1, KMAX + 1)]


def series_shift(coeffs, R, w):
    return sum(x*y for x, y in zip(coeffs, delta_moments(R, w)))


# Even density series against numerical integration inside the nucleus
Rf, cf, Wf = float(R0), float(c), float(W_ref['1s'])


def inner_ode(x, y):
    V = -Z/(2*Rf)*(3 - x*x)
    return [Rf/cf*(Wf + cf**2 - V)*y[1],
            -2*y[1]/x - Rf/cf*(Wf - cf**2 - V)*y[0]]


x0 = 1e-5
f0 = -Rf/cf*(Wf - cf**2 + 1.5*Z/Rf)*x0/3
end = solve_ivp(inner_ode, (x0, 1), [1.0, f0], method='DOP853',
                rtol=1e-11, atol=1e-13).y[:, -1]
surface_ratio = sum(b['1s'][k]*R0**(2*k) for k in range(KMAX))/b['1s'][0]
assert abs(end[0]**2 + end[1]**2 - float(surface_ratio)) < 1e-8

# Moment sum against direct quadrature of density times potential change
R2, w2 = R0*(1 - SHRINK[1]), SHAPE[1]


def n_dV(r):
    n = sum(b['1s'][k]*r**(2*k) for k in range(KMAX))
    return 4*pi*r*r*n*(potential(r, R2, w2) - potential(r, R0, mpf(0)))


first_order = series_shift(C['1s'], R2, w2)
direct = mp.quad(n_dV, [mpf(10)**-20, R2, R0])
assert abs(direct/first_order - 1) < mpf(10)**-12

# Closed Seltzer ratios, and their dependence on the level energy
S2 = {a: C[a][1]/C[a][0] for a in LEVELS}
S3 = {a: C[a][2]/C[a][0] for a in LEVELS}
for a in LEVELS:
    T = W_ref[a] + 3*Z/(2*R0)
    if LEVELS[a][1] == -1:
        closed = -(T - c**2)*(T + 2*c**2)/(15*c**2)
    else:
        closed = -(T + c**2)*(T - 2*c**2)/(15*c**2)
    assert abs(closed/S2[a] - 1) < mpf(10)**-20
T1 = W_ref['1s'] + 3*Z/(2*R0)
slope_S2 = -(2*T1 + c**2)/(15*c**2)
finite_slope = (S2['2s'] - S2['1s'])/(W_ref['2s'] - W_ref['1s'])
assert abs(finite_slope/slope_S2 - 1) < 0.01

# Shape change at fixed <r^2>: only higher moments act
w_fix = mpf('0.04')
R_fix = R0*sqrt(moment(1, mpf(1), mpf(0))/moment(1, mpf(1), w_fix))
fix_exact = energy('1s', R_fix, w_fix) - W_ref['1s']
fix_series = series_shift(C['1s'], R_fix, w_fix)
assert R_fix < R0 and abs(fix_series/fix_exact - 1) < 0.05

# King plots: every transition is (lower, upper); the first is the abscissa
TRANS = {'1s-3s': ('1s', '3s'), '2s-3s': ('2s', '3s'),
         '2p1/2-3s': ('2p1/2', '3s')}
CT = {q: [u - l for u, l in zip(C[up], C[lo])] for q, (lo, up) in TRANS.items()}
K = {q: mpf(Z)**2/2*(mpf(1)/LEVELS[up][0]**2 - mpf(1)/LEVELS[lo][0]**2)
     for q, (lo, up) in TRANS.items()}
MU = [ELECTRON_U*(mpf(1)/A - mpf(1)/A_REF) for A in A_ISO]


def bend(y, x):
    """Height of the middle point above the chord of the outer two."""
    return y[1] - y[0] - (y[2] - y[0])*(x[1] - x[0])/(x[2] - x[0])


def king(t):
    """All nuclear changes scaled by t; shifts from separate eigenvalues."""
    iso = [(R0*(1 - t*d), t*w) for d, w in zip(SHRINK, SHAPE)]
    dE = {a: [energy(a, R, w) - W_ref[a] for R, w in iso] for a in LEVELS}
    m = {q: [K[q] + (dE[up][p] - dE[lo][p])/MU[p] for p in range(3)]
         for q, (lo, up) in TRANS.items()}
    dm = [delta_moments(R, w) for R, w in iso]
    x = m['1s-3s']
    exact, predicted = {}, {}
    for q in ('2s-3s', '2p1/2-3s'):
        ratio = CT[q][0]/CT['1s-3s'][0]
        exact[q] = bend(m[q], x)
        predicted[q] = sum((CT[q][k] - ratio*CT['1s-3s'][k])
                           * bend([dm[p][k]/MU[p] for p in range(3)], x)
                           for k in range(1, KMAX))
    residual = dE['1s'][2] - series_shift(C['1s'], *iso[2])
    return dE, m, exact, predicted, residual


dE, m, bend_exact, bend_pred, res_full = king(mpf(1))
_, m_a, ex_a, pr_a, res_a = king(mpf('0.02'))
_, m_b, ex_b, pr_b, res_b = king(mpf('0.01'))

# What the series omits is of second order in the nuclear change
res_ratio = res_a/res_b
assert abs(res_ratio - 4) < 0.1
for q in ('2s-3s', '2p1/2-3s'):
    assert abs(ex_b[q]/pr_b[q] - 1) < 0.05
    assert abs((ex_a[q] - pr_a[q])/(ex_b[q] - pr_b[q]) - 4) < 0.2


def line(mm):
    x, y = mm['1s-3s'], mm['2s-3s']
    s = (y[2] - y[0])/(x[2] - x[0])
    return s, y[0] - s*x[0]


F_ratio = CT['2s-3s'][0]/CT['1s-3s'][0]
icpt_theory = K['2s-3s'] - F_ratio*K['1s-3s']
slope_king, icpt_king = line(m)
slope_small, icpt_small = line(m_b)
assert abs(slope_king/F_ratio - 1) < 0.005
assert abs(icpt_small/icpt_theory - 1) < 0.03


def show(label, value, unit='', digits=6):
    print(f'{label}: {mp.nstr(value, digits)} {unit}'.rstrip())


show('Z', mpf(Z))
show('reference radius R', R0_ANG, 'angstrom')
show('reference <r^2>', moment(1, R0, mpf(0))*ANG**2, 'angstrom^2')
show('T - c^2 for 1s', (T1 - c**2)*EV, 'eV')
show('rest energy c^2', c**2*EV, 'eV')
for a in LEVELS:
    show(f'{a} energy without rest energy', (W_ref[a] - c**2)*EV, 'eV', 9)
    show(f'{a} F', C[a][0]*EV/ANG**2, 'eV/angstrom^2')
    show(f'{a} S2', S2[a]/ANG**2, 'angstrom^-2')
show('1s S3', S3['1s']/ANG**4, 'angstrom^-4')
show('1s density ratio n(R)/n(0)', surface_ratio)
show('relative change of S2 per eV of level energy', slope_S2/S2['1s']/EV, '1/eV', 3)
for p in range(3):
    R, w = R0*(1 - SHRINK[p]), SHAPE[p]
    d = delta_moments(R, w)
    print(f'isotope {A_ISO[p]} (ref {A_REF}): 1-R/R0 = {float(SHRINK[p])}, w = {float(w)}')
    show('  delta<r^2>', d[0]*ANG**2, 'angstrom^2')
    show('  delta<r^4>', d[1]*ANG**4, 'angstrom^4')
    print('  1s terms r^2, r^4, r^6:',
          *[mp.nstr(C['1s'][k]*d[k]*EV, 5) for k in range(3)], 'eV')
    show('  1s full series', series_shift(C['1s'], R, w)*EV, 'eV')
    show('  1s from eigenvalues', dE['1s'][p]*EV, 'eV')
show('1s shift at fixed <r^2>, w=0.04, eigenvalues', fix_exact*EV, 'eV', 5)
show('same from series', fix_series*EV, 'eV', 5)
show('series remainder ratio on doubling the change', res_ratio)
for q in ('1s-3s', '2s-3s'):
    print(f'modified shifts {q}:', *[mp.nstr(v*EV, 7) for v in m[q]], 'eV')
show('King slope from eigenvalues', slope_king)
show('F ratio', F_ratio)
show('King intercept from eigenvalues', icpt_king*EV, 'eV', 5)
show('intercept under factorization', icpt_theory*EV, 'eV', 5)
show('intercept, nuclear changes scaled by 0.01', icpt_small*EV, 'eV', 5)
for q in ('2s-3s', '2p1/2-3s'):
    show(f'{q} S2 of transition / S2 of 1s-3s',
         CT[q][1]/CT[q][0]*CT['1s-3s'][0]/CT['1s-3s'][1])
    show(f'{q} bend times mu, eigenvalues', bend_exact[q]*MU[1]*EV, 'eV', 4)
    show(f'{q} bend times mu, first order', bend_pred[q]*MU[1]*EV, 'eV', 4)
print('success')
```

Printed output:

```
Z: 70.0
reference radius R: 6.9e-5 angstrom
reference <r^2>: 2.8566e-9 angstrom^2
T - c^2 for 1s: 2.18408e+7 eV
rest energy c^2: 510999.0 eV
1s energy without rest energy: -71678.0508 eV
1s F: 6.2251e+9 eV/angstrom^2
1s S2: -8.74047e+6 angstrom^-2
2s energy without rest energy: -18247.2313 eV
2s F: 9.85521e+8 eV/angstrom^2
2s S2: -8.78188e+6 angstrom^-2
2p1/2 energy without rest energy: -18250.1817 eV
2p1/2 F: 5.73048e+7 eV/angstrom^2
2p1/2 S2: -8.38983e+6 angstrom^-2
3s energy without rest energy: -7961.29177 eV
3s F: 2.95182e+8 eV/angstrom^2
3s S2: -8.78986e+6 angstrom^-2
1s S3: 2.24206e+14 angstrom^-4
1s density ratio n(R)/n(0): 0.891998
relative change of S2 per eV of level energy: 8.86e-8 1/eV
isotope 174 (ref 176): 1-R/R0 = 0.002, w = 0.0
  delta<r^2>: -1.1415e-11 angstrom^2
  delta<r^4>: -7.7483e-20 angstrom^4
  1s terms r^2, r^4, r^6: -0.071059 0.0042159 -0.00059948 eV
  1s full series: -0.0673888 eV
  1s from eigenvalues: -0.0674028 eV
isotope 172 (ref 176): 1-R/R0 = 0.007, w = 0.04
  delta<r^2>: -2.72777e-11 angstrom^2
  delta<r^4>: -2.0357e-19 angstrom^4
  1s terms r^2, r^4, r^6: -0.16981 0.011076 -0.0016619 eV
  1s full series: -0.160237 eV
  1s from eigenvalues: -0.160311 eV
isotope 170 (ref 176): 1-R/R0 = 0.009, w = 0.0
  delta<r^2>: -5.11874e-11 angstrom^2
  delta<r^4>: -3.45028e-19 angstrom^4
  1s terms r^2, r^4, r^6: -0.31865 0.018773 -0.0026509 eV
  1s full series: -0.302286 eV
  1s from eigenvalues: -0.302571 eV
1s shift at fixed <r^2>, w=0.04, eigenvalues: 0.00083273 eV
same from series: 0.00083327 eV
series remainder ratio on doubling the change: 4.0
modified shifts 1s-3s: 1732910.0 2047493.0 2560776.0 eV
modified shifts 2s-3s: 199324.7 235932.0 295678.7 eV
King slope from eigenvalues: 0.116388
F ratio: 0.116416
King intercept from eigenvalues: -2366.0 eV
intercept under factorization: -2360.6 eV
intercept, nuclear changes scaled by 0.01: -2362.3 eV
2s-3s S2 of transition / S2 of 1s-3s: 1.00463
2s-3s bend times mu, eigenvalues: -4.713e-7 eV
2s-3s bend times mu, first order: -4.641e-7 eV
2p1/2-3s S2 of transition / S2 of 1s-3s: 1.01696
2p1/2-3s bend times mu, eigenvalues: 5.955e-7 eV
2p1/2-3s bend times mu, first order: 5.863e-7 eV
success
```
